# Wavelength selection on a stressed solid exchanging matter with vapour

Before simulating the roughening of a strained layer, one must choose the lateral cell length and the transport law. Before inferring strain from a ripple spacing, one must choose the same law. If exchange with a uniform vapour controls the motion, the fastest wavelength is twice the marginal wavelength; if surface diffusion controls it, the factor is 4/3. Suppose a spacing selected by exchange is interpreted with the surface-diffusion factor, while the elastic constants and surface energy are held fixed. The inferred marginal wave number is then too small by the factor $(1/2)/(3/4)=2/3$. Since it varies as strain squared, the inferred strain is $\sqrt{2/3}=0.82$ of its correct value, an error of 18%.

## Result and conventions

The solid occupies $z<h(x,t)$. Tensile stress is positive. The flat solid carries a uniform in-plane stress $\sigma_0$ along $x$, and its far-field strain is fixed. It is isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$. The surface energy $\gamma$ is constant. For a ripple $h=a(t)\cos kx$ with $k>0$ and $ak\ll1$, the growth rate $s=\dot a/a$ is

$$
s(k)=\frac{R\Omega}{k_BT}\left(Ak-\gamma k^2\right),\qquad
A=\frac{2(1-\nu^2)\sigma_0^2}{E}. \tag{1}
$$

Here $R$ is the gross removal rate of the flat surface, as a length per time, and $\Omega$ is the volume per growth unit. The marginal and fastest wave numbers are

$$
k_c=\frac{A}{\gamma},\qquad k_m=\frac{k_c}{2}. \tag{2}
$$

The factor one half is exact within this linear model. The model omits surface diffusion, lateral gas resistance, surface-stress corrections, wetting forces and any dependence of the exchange rate constant on local stress. It also requires a rough, unfaceted surface.

## Elastic field under a ripple

The outward normal is proportional to $(-h',1)$. Zero traction on the surface therefore means

$$
-h'\sigma_{xx}+\sigma_{xz}=0,\qquad
-h'\sigma_{xz}+\sigma_{zz}=0. \tag{3}
$$

In the flat state $\sigma_{xx}=\sigma_0$ and $\sigma_{xz}=\sigma_{zz}=0$. To first order in $a$, (3) becomes

$$
\sigma_{xz}(x,0)=\sigma_0h'=-\sigma_0ak\sin kx,
\qquad \delta\sigma_{zz}(x,0)=0. \tag{4}
$$

The conditions may be imposed at $z=0$ because the flat stress is uniform: moving the evaluation point by $h$ changes only the perturbation, at second order.

The ripple does not vary along $y$, so the added deformation is plane strain. Write the added stresses with an Airy function $\phi$:

$$
\delta\sigma_{xx}=\phi_{zz},\quad
\delta\sigma_{zz}=\phi_{xx},\quad
\delta\sigma_{xz}=-\phi_{xz}.
$$

These satisfy force balance identically, and strain compatibility requires $\nabla^4\phi=0$. A solution that decays into the solid is

$$
\phi=(C+Bz)e^{kz}\cos kx .
$$

The $C$ term is harmonic. The Laplacian of the $B$ term is $2Bke^{kz}\cos kx$, which is harmonic too, so both terms are biharmonic. At the surface $\phi_{xx}=-k^2C\cos kx$, and the normal condition in (4) gives $C=0$. The shear stress is then

$$
\delta\sigma_{xz}=Bk(1+kz)e^{kz}\sin kx.
$$

Comparison with (4) at $z=0$ gives $B=-\sigma_0a$. Differentiating $Bze^{kz}$ twice with respect to $z$ gives $B(2k+k^2z)e^{kz}$, so that

$$
\delta\sigma_{xx}(x,0)=-2\sigma_0k\,a\cos kx=-2\sigma_0kh. \tag{5}
$$

The stress magnitude falls at crests and rises in troughs, whether the layer is in tension or compression. A numerical solution with zero traction imposed on the curved surface itself, at $ak=0.001$, gives the coefficient $-2.000$.

## Strain energy and chemical potential

Plane strain requires $\delta\epsilon_{yy}=0$. At the surface $\delta\sigma_{zz}=0$, so Hooke's law gives $\delta\sigma_{yy}=\nu\delta\sigma_{xx}$ and

$$
\delta\epsilon_{xx}
=\frac{\delta\sigma_{xx}-\nu\delta\sigma_{yy}}{E}
=\frac{1-\nu^2}{E}\delta\sigma_{xx}. \tag{6}
$$

The strain-energy density $\omega$ is quadratic in strain, and its first variation is stress times strain change. The transverse stress multiplies $\delta\epsilon_{yy}=0$ and drops out. From (5) and (6),

$$
\delta\omega=\sigma_0\delta\epsilon_{xx}
=-\frac{2(1-\nu^2)\sigma_0^2}{E}kh=-Akh. \tag{7}
$$

The same result therefore serves uniaxial and equibiaxial stress, provided the ripple varies along the direction of $\sigma_0$.

To find the chemical potential, consider the energy per unit length along $y$,

$$
F=\int dx\int_{-\infty}^{h}\omega\,dz
+\gamma\int\sqrt{1+h'^2}\,dx,
$$

measured relative to a flat reference so that the deep contribution is finite. Move the surface by a small $\eta(x)$. The added volume contributes $\int\omega\eta\,dx$. The displacement field also readjusts, and the resulting energy change is

$$
\int\sigma_{ij}\partial_j\delta u_i\,dV
=\int_{\rm boundary}\sigma_{ij}n_j\delta u_i\,dS
-\int(\partial_j\sigma_{ij})\delta u_i\,dV=0.
$$

The volume term vanishes by force balance and the free-surface term by zero traction. At fixed mean strain $\delta u_i$ is periodic, so the two side boundaries cancel; the traction on a deep horizontal plane tends to zero. The surface-energy variation, integrated by parts, is

$$
\gamma\int\frac{h'\eta'}{\sqrt{1+h'^2}}dx
=\gamma\int\kappa\eta\,dx,\qquad
\kappa=-\frac{d}{dx}\frac{h'}{\sqrt{1+h'^2}}.
$$

The energy per added growth unit, apart from the unstressed bulk value, is therefore

$$
\mu=\Omega(\omega+\gamma\kappa). \tag{8}
$$

For a shallow ripple $\kappa=-h''=k^2h$. Subtracting the flat value and using (7),

$$
\delta\mu=\Omega(\gamma k^2-Ak)h. \tag{9}
$$

Surface energy raises the potential at a crest; stress relief lowers it. When the bracket is negative, crests gain material relative to troughs.

The marginal wave number can also be read from the total energy. Equation (9) gives the derivative of the energy per area with respect to amplitude as $(a/2)(\gamma k^2-Ak)$, the factor $1/2$ being the mean of $\cos^2kx$. Integration gives

$$
\Delta F_{\rm area}=\frac{a^2}{4}(\gamma k^2-Ak).
$$

Its sign changes at $k_c$. The marginal point is thus set by energy, while the position of the fastest mode also depends on transport.

## Exchange kinetics and the factor one half

Take the normal velocity to be

$$
v_n=R\left[S-\exp\left(\frac{\delta\mu}{k_BT}\right)\right], \tag{10}
$$

where $S$ is the uniform supply divided by removal from the flat surface. At $S=1$ the flat surface is stationary. Near equilibrium, detailed balance fixes the ratio of attachment to removal, so the linear net rate does not depend on how the potential is shared between the two. Far from equilibrium, (10) adds the assumption that attachment is insensitive to the local surface potential.

The height obeys $h_t=v_n\sqrt{1+h'^2}$. The square root differs from one only at second order. Expanding the exponential leaves

$$
h_t=R(S-1)-\frac{R}{k_BT}\delta\mu . \tag{11}
$$

The first term moves the mean surface. The second, with (9), gives (1). If $R$ is the same at every point of the surface, net deposition therefore does not alter the first-order ripple rate. This is a real restriction. If attachment and removal share a factor $\exp(V^*\delta\sigma_{xx}/k_BT)$, with $V^*$ an activation volume, (11) gains the term $-2R(S-1)V^*\sigma_0kh/k_BT$. It is linear in $k$, so the half rule survives, but $A$ and $k_c$ change by a fraction of magnitude $|(S-1)V^*|E/[\Omega(1-\nu^2)|\sigma_0|]$. For the example below this is $77\,|(S-1)V^*|/\Omega$: with $|V^*|=0.1\Omega$ it is under 1% for $|S-1|<0.001$, but about 1.5 at $S=1.2$. A numerical test using (10) at $k=k_m$, $ak=0.001$ and $S=1.2$ agrees with (1) within one part in $10^4$.

Insert $A=\gamma k_c$ and complete the square:

$$
s(k)=\frac{R\Omega\gamma}{k_BT}(k_ck-k^2)
=\frac{R\Omega\gamma}{k_BT}
\left[\frac{k_c^2}{4}-\left(k-\frac{k_c}{2}\right)^2\right]. \tag{12}
$$

The squared term is nonnegative and vanishes at one point. Hence the maximum is unique, lies at $k_m=k_c/2$, and equals

$$
s_{\max}=\frac{R\Omega\gamma k_c^2}{4k_BT}
=\frac{R\Omega\gamma k_m^2}{k_BT}. \tag{13}
$$

The half-space has no intrinsic length, which is why its elastic driving force is linear in $k$. Curvature supplies $k^2$. Local exchange adds no further power, and the maximum of a linear term minus a quadratic term lies midway between its zeros.

For implementation, a useful form is

$$
\frac{s(k)}{s_{\max}}=1-\left(\frac{k}{k_m}-1\right)^2. \tag{14}
$$

At $k=k_c/4$ and $k=3k_c/4$ the rate must be $3/4$ of its maximum. A periodic cell of length $L$ admits $k=2\pi n/L$ with integer $n$. If $L=2\pi/k_m$, the $n=1$ mode is fastest and the $n=2$ mode is marginal, so this cell has one growing wavelength and cannot show competition between wavelengths. With $L=8\pi/k_m$ the modes are $k=nk_m/4$, and $n=1$ to $7$ grow.

Selection is gradual. For equal initial amplitudes, the amplitude at $k$ relative to that at $k_m$ is $\exp[-s_{\max}t(k/k_m-1)^2]$. After tenfold growth of the fastest mode, $s_{\max}t=\ln10$. A mode 10% away in wave number is then smaller by only about 2%. A single early image need not show a sharply defined spacing.

## Other transport paths

Surface diffusion carries the particle flux $j_s=-(D_sn_s/k_BT)\partial_x\mu$ per unit length along $y$, where $D_s$ is adatom diffusivity and $n_s$ adatom density. Conservation gives $h_t=-\Omega\partial_xj_s=(\Omega D_sn_s/k_BT)\partial_x^2\mu$. On a ripple the second derivative is $-k^2\delta\mu$. Adding this to exchange gives

$$
s=\frac{R\Omega\gamma}{k_BT}(1+\ell^2k^2)(k_ck-k^2),
\qquad \ell^2=\frac{D_sn_s\Omega}{R}. \tag{15}
$$

If surface diffusion acts alone, $s\propto k_ck^3-k^4$. Setting the derivative to zero gives $3k_ck^2=4k^3$, hence $k=3k_c/4$. For both paths, put $q=k/k_c$ and $\beta=\ell^2k_c^2$. The derivative of $(1+\beta q^2)(q-q^2)$ vanishes when

$$
1-2q+3\beta q^2-4\beta q^3=0. \tag{16}
$$

For small $\beta$, set $q=1/2+\delta$. To first order, $-2\delta+3\beta/4-\beta/2=0$, so $\delta=\beta/8$. This gives the first correction to the half rule.

Lateral resistance in the gas acts differently. Take $S=1$, so that the gas has no mean gradient; under net deposition such a gradient would feed the crests and shift the marginal point. Let $J=R/\Omega$ be the gross exchange flux, $c$ the reactive gas density and $D_g$ its diffusivity. A steady gas perturbation obeys Laplace's equation and decays as $e^{-kz}$, so it carries an outward flux $D_gk\,\delta c$. The surface supplies $J(\delta\mu/k_BT-\delta c/c)$. Equating the fluxes and eliminating $\delta c$ gives

$$
j=\frac{J\,\delta\mu/k_BT}{1+J/(cD_gk)}. \tag{17}
$$

When $J/(cD_gk)\ll1$, the half rule survives. When it is large, the flux gains a factor $k$, so $s\propto k_ck^2-k^3$ and the peak moves to $2k_c/3$.

## Worked example: a thin coherent layer

Consider a layer with equibiaxial misfit of magnitude $\epsilon=0.01$. Equal in-plane strains and $\sigma_{zz}=0$ give $\epsilon=(1-\nu)\sigma_0/E$. For $E=100$ GPa and $\nu=0.30$,

$$
\sigma_0=\frac{E\epsilon}{1-\nu}
=\frac{100\times0.01}{0.70}=1.43\ \text{GPa}.
$$

With $\gamma=1$ J/m$^2$, equation (2) gives

$$
k_c=\frac{2(0.91)(1.4286\times10^9)^2}{(10^{11})(1)}\ \text{m}^{-1}
=0.0371\ \text{nm}^{-1}.
$$

Therefore $k_m=0.0186$ nm$^{-1}$. The marginal and fastest wavelengths are 169 nm and 338 nm. Substituting $\sigma_0$ into (2) gives $k_c=2E(1+\nu)\epsilon^2/[(1-\nu)\gamma]$: at fixed elastic constants and surface energy, halving the misfit makes both wavelengths four times longer.

Let $T=1000$ K, $\Omega=0.02$ nm$^3$ and $R=100$ nm/s. The thermal energy is 0.0862 eV, or $1.381\times10^{-20}$ J. Equation (13) gives

$$
s_{\max}=\frac{(10^{-7})(2\times10^{-29})(1)(1.857\times10^7)^2}
{1.381\times10^{-20}}\ \text{s}^{-1}=0.050\ \text{s}^{-1}.
$$

The growth time is 20 s. Growth from 0.3 to 3 nm takes $20.0\ln10=46$ s in linear theory. At 3 nm the maximum slope is 0.056. For a sinusoid imposed at that amplitude, the curved-surface calculation gives an instantaneous first-harmonic rate 0.8% below the linear rate. This does not follow the harmonics that would develop during growth.

The layer is 6 nm thick, far thinner than the wavelength, yet the half-space result applies if layer and substrate have equal elastic constants. In the flat state the film carries $\sigma_0$ and the substrate none; the jump in $\sigma_{xx}$ leaves the interface traction zero. Rippling requires the same corrective traction (4) on the same homogeneous elastic body, so (5) is unchanged while troughs remain in the film. In the total energy, removing $\sigma_0$ below the flat interface removes a term proportional to the integral of $\delta\epsilon_{xx}$ there. That integral vanishes over a period because the added displacement is periodic.

If the substrate is softer, take the long-wave limit $kH\ll1$, with $H$ the film thickness. The film transmits the shear traction to the substrate, whose compliance sets $\delta\epsilon_{xx}$. At fixed film stress and equal Poisson ratios, $A$ is multiplied by film modulus divided by substrate modulus. In this limit a substrate 10% softer raises $k_c$ by 11%, and the half rule remains at leading order. Finite thickness matters even at $k_mH=0.11$: solving the layered elastic problem for the 6 nm film gives a rise of only about 5%, with $k_m/k_c=0.497$.

## Size of the omissions

For $D_s=10^{-7}$ cm$^2$/s and $n_s=10^{13}$ cm$^{-2}$, the product $D_sn_s$ is $10^6$ s$^{-1}$. Hence $\ell^2=10^6(0.02)/100=200$ nm$^2$ and $\ell=14$ nm. At $k_m$, diffusion adds 6.9% to the exchange rate. The peak moves to $0.534k_c$, or 317 nm. Ten times faster diffusion moves it to $0.680k_c$, or 249 nm. Reducing $R$ tenfold at fixed $D_sn_s$ gives the same peak shift, because $\ell^2\propto1/R$. Surface transport is therefore the first input to establish before using the half rule.

At a reactive gas pressure of 1 Torr, molecular mass 100 u and $D_g=5$ cm$^2$/s, the resistance ratio in (17) is $5.6\times10^{-5}$ at $k_m$. That formula assumes that molecules lose their direction over a distance short compared with $1/k$, and these inputs violate the assumption. The mean thermal speed is $\bar v=\sqrt{8k_BT/(\pi m)}=460$ m/s, with $m$ the molecular mass, so a molecule keeps its direction over about $3D_g/\bar v\simeq3$ µm, against $1/k_m=54$ nm. In a light carrier gas this distance spans many collisions, each of which deflects a heavy molecule only slightly. The ratio from (17) therefore cannot be relied on here. Molecules cross several ripples before losing their direction. The exchange flux divided by the molecular impingement flux, here 0.0045, is the chance that a returning molecule is captured, and it bounds the reduction of the ripple rate from above. It must still be multiplied by the chance that a desorbed molecule returns in phase with the ripple, which sampled trajectories put at about 0.008 for these inputs. The reduction is then about $3.5\times10^{-5}$, of the same order as the value from (17), and lateral depletion is negligible.

A surface stress $\tau$ adds a normal force of order $\tau k^2h$, compared with the retained traction $\sigma_0kh$. For $\tau=1$ N/m their ratio is $\tau k_m/\sigma_0=0.013$. This is a scale for the correction, not its full coefficient.

Misfit dislocations set another limit. Extending a dislocation by unit length releases $\sigma_0Hb\cos\lambda$, where $b$ is the Burgers length and $b\cos\lambda$ its misfit-relieving component. Equate this to the isotropic line-energy estimate $Gb^2(1-\nu\cos^2\theta)[\ln(H/b)+1]/[4\pi(1-\nu)]$, with $G=E/[2(1+\nu)]$ and $\theta$ the angle between line and Burgers vector. Substituting $\sigma_0$ gives

$$
H_d=\frac{b(1-\nu\cos^2\theta)}{8\pi(1+\nu)\epsilon\cos\lambda}
\left[\ln\frac{H_d}{b}+1\right]. \tag{18}
$$

For $b=0.4$ nm and $\theta=\lambda=60^\circ$, the prefactor is 2.26 nm and $H_d\simeq9.4$ nm. The mean thickness of 6 nm lies below this estimate, but the additive core constant of one is an assumption. Setting it to zero lowers the estimate to 6.2 nm, while the crests of a 3 nm ripple are 9 nm thick. Freedom from dislocations is therefore assumed in this example, not established.

The supply balance is also restrictive. During 46 s, gross removal amounts to about 4600 nm. The 6 nm film can lose only 3 nm before the troughs of a 3 nm ripple reach the substrate. A constant supply deficit must therefore stay below $3/4600=0.065\%$ of gross removal. This assumes a pure sinusoid; the second harmonic $2k_m=k_c$ is marginal and builds up during growth, deepening the troughs to about 3.2 nm and lowering the limit to about 0.061%. A surplus thickens the film towards the dislocation limit: in the same time, 0.074% brings the mean thickness to 9.4 nm, and only 0.005% brings it to the lower estimate of 6.2 nm.

The example is loosely modelled on near-equilibrium chloride vapour-phase epitaxy of semiconductors, where reversible surface reactions can return material to the gas. Its rough surface is an idealization. A low-index surface becomes thermally rough only when $k_BT$ exceeds about $(2/\pi)\tilde\gamma d^2$, with $\tilde\gamma$ the surface stiffness and $d$ the step height. For 1 J/m$^2$ and $d=0.27$ nm this requires about 3400 K, so at 1000 K such a surface is expected to be faceted and the half rule should not be applied to it. The estimate is crude: $\tilde\gamma$ is the long-wavelength stiffness at the transition, which need not equal $\gamma$, and the result scales as $d^2$, so a step height of 0.136 nm gives about 850 K. Whether a given surface is rough must be established for that surface. A percent-scale misfit and 1000 K are plausible for chloride epitaxy. The gross exchange rate, equivalent to 360 µm/h, is deliberately fast, and the required supply balance is severe; the adatom inputs are assumptions rather than material data. Real layers can break the neglect of surface diffusion, and the tenfold case above shortens the predicted spacing by 26%. They can also facet. For smooth orientation dependence, expanding $\gamma(\theta_s)\sqrt{1+h'^2}$ in the surface angle $\theta_s\simeq h'$ gives the quadratic coefficient $(\gamma+\gamma'')/2$, so a positive stiffness $\gamma+\gamma''$ replaces $\gamma$ and preserves the half rule. At a facet cusp this expansion does not exist, and the present calculation gives no correction factor. Wetting forces and intermixing also need separate models.

The numerical output below lists the main inputs and results of this example.

## Numbers as computed

```
Young modulus: 100 GPa
Poisson ratio: 0.3 (dimensionless)
Surface energy: 1 J/m2
Misfit at growth temperature: 1 %
Temperature: 1000 K
Volume per growth unit: 0.02 nm3
Gross removal rate: 100 nm/s
Film thickness: 6 nm
In-plane stress magnitude: 1.4286 GPa
Thermal energy: 0.086173 eV
Surface stress coefficient, computed: -2 (dimensionless)
Marginal wave number: 0.037143 1/nm
Fastest wave number: 0.018571 1/nm
Marginal wavelength: 169.16 nm
Fastest wavelength: 338.33 nm
Computed marginal k / formula: 1 (dimensionless)
Computed exchange peak / marginal k: 0.5 (dimensionless)
Maximum growth rate: 0.049962 1/s
Growth time: 20.015 s
Starting amplitude: 0.3 nm
Final amplitude: 3 nm
Time between these amplitudes, linear: 46.087 s
Final maximum slope: 0.055714 (dimensionless)
Finite-amplitude rate / linear rate: 0.99236 (dimensionless)
Surface-diffusion-only peak / marginal k: 0.75 (dimensionless)
Adatom diffusivity: 1e-07 cm2/s
Adatom density: 1e+13 1/cm2
Diffusion-exchange length: 14.142 nm
Diffusion/exchange rate ratio at half marginal k: 0.06898 (dimensionless)
Mixed peak / marginal k: 0.53399 (dimensionless)
Mixed peak with tenfold diffusion / marginal k: 0.67954 (dimensionless)
Surface-stress scale / bulk stress (surface stress = gamma): 0.013 (dimensionless)
Reactive gas pressure: 1 Torr
Gas molecular mass: 100 u
Gas diffusivity: 5 cm2/s
Exchange flux / gas impingement flux: 0.0045011 (dimensionless)
Lateral gas resistance / surface resistance: 5.5762e-05 (dimensionless)
Substrate/film modulus ratio in softness estimate: 0.9 (dimensionless)
Thin-film marginal k multiplier for soft substrate: 1.1111 (dimensionless)
Fastest wave number times film thickness: 0.11143 (dimensionless)
Dislocation Burgers length: 0.4 nm
Estimated dislocation critical thickness: 9.4199 nm
Allowed mean removal imbalance before troughs reach substrate: 0.065094 %
```
